# Shear and normal tractions at the end of a stressed film

## What goes wrong with shear alone

A tensile film bonded to a substrate ends at a free edge. Far inside, the film carries a force $\sigma h$ per unit width; at the edge it carries none. It is tempting to let interfacial shear account for the whole change and to set the normal traction to zero. The horizontal forces then balance, but the film does not: the stress pulls at mid-thickness while the shear pulls back along the bottom face, and these two forces form a couple $\sigma h^2/2$. With nothing to oppose it, the end of the film would rotate. A model without normal traction therefore violates equilibrium and also misses the traction that tries to peel the edge.

Put $x$ along the film, inward from the edge, and $z$ upward from the interface. The film occupies $x>0$, $0<z<h$. Its end and top are free of traction, and there is no body force. Everything is uniform along $y$, so forces are per unit width and moments are in newton metres per metre, that is, in newtons. Tension is positive. On the interface define

$$\tau(x)=\sigma_{xz}(x,0),\qquad p(x)=\sigma_{zz}(x,0).$$

Positive $p$ means that the substrate pulls the film down. If the stress far from the end is a uniform $\sigma_{xx}=\sigma$, the claim is

$$\int_0^\infty\tau\,dx=\sigma h,\qquad \int_0^\infty p\,dx=0,\qquad \int_0^\infty x\,p\,dx=-\frac{\sigma h^2}{2}.$$

## First case: three concentrated forces

Replace the distributed tractions on the film by a few forces. The far section pulls the end piece to the right with force $\sigma h$ at height $h/2$. The interface must pull it to the left with force $\sigma h$ at height zero.

Count moments as positive when they turn $x$ toward $z$. A force $(F_x,F_z)$ at $(x,z)$ then has moment $xF_z-zF_x$ about the lower corner. The far pull contributes $-(h/2)\sigma h$, and the shear contributes nothing because it acts at $z=0$. The remaining moment is $-\sigma h^2/2$. For $\sigma>0$ it lifts the free end and presses the inner part down.

Let the substrate oppose this with a downward pull $P$ at $x_1$ and an upward push of the same size at $x_2$. Equal sizes are needed because no other vertical force acts. The moment balance is

$$-\frac{\sigma h^2}{2}-Px_1+Px_2=0,$$

so

$$P(x_2-x_1)=\frac{\sigma h^2}{2}.$$

For a tensile film $x_2>x_1$: the pull is nearer the edge than the push. For a compressive film the signs reverse. Zero resultant does not mean zero normal traction.

**Limit.** Let $h\to0$ with $\sigma h$ fixed. The moment $(\sigma h)h/2$ vanishes while the shear force stays finite. This is the sense in which a very thin film acts on its substrate through a tangential force. Compared with the moment of that force about a point at perpendicular distance $R$, which is $\sigma hR$, the couple is smaller by the factor $h/(2R)$. At $R=100h$ this is 0.5%. At distances comparable with $h$ the couple cannot be dropped.

## General tractions and a cut at finite distance

Now allow any distribution of $\tau$ and $p$, and cut the film at $x=L$. The right-hand section carries

$$N(L)=\int_0^h\sigma_{xx}\,dz,\quad Q(L)=\int_0^h\sigma_{xz}\,dz,\quad M_0(L)=\int_0^h z\,\sigma_{xx}\,dz,$$

all evaluated at $x=L$. Its outward normal is $+x$, so the traction on it is $(\sigma_{xx},\sigma_{xz})$. The outward normal of the film's lower face is $-z$, so the traction there is $(-\tau,-p)$. The end and top contribute nothing. The two faces normal to $y$ carry opposite tractions, which cancel because the state does not depend on $y$.

The horizontal balance is $N(L)-\int_0^L\tau\,dx=0$, or

$$\int_0^L\tau\,dx=N(L).$$

The vertical balance is $Q(L)-\int_0^Lp\,dx=0$, or

$$\int_0^Lp\,dx=Q(L).$$

For the moments, an element of the cut at $(L,z)$ contributes $L\sigma_{xz}-z\sigma_{xx}$, which integrates to $LQ-M_0$. An element of the interface at $(x,0)$ contributes $x(-p)$. Therefore

$$\int_0^Lx\,p\,dx=LQ(L)-M_0(L).$$

These three statements hold at any cut. They do not require the far stress to have been reached, nor do they use Hooke's law. They also do not use the shape of the free end. A sloping end gives the same relations, provided it is free of traction, $x$ is measured from the line where it meets the interface, and the cut lies beyond the slope.

If the corner traction is unbounded but integrable, its contribution belongs in the integrals. A concentrated line force at the corner would have to be added separately.

**Limit.** As $L\to0$ with integrable tractions, all three left-hand sides vanish. The section forces must vanish with them, as they should at a free end.

## Going far from the end

Suppose that $\sigma_{xx}$ approaches the uniform value $\sigma$ across the thickness. Then

$$N\to\sigma\int_0^hdz=\sigma h,\qquad M_0\to\sigma\int_0^hz\,dz=\frac{\sigma h^2}{2}.$$

The first limit gives the shear result. The vertical result needs $Q\to0$. The moment result needs $LQ\to0$, which looks like a stronger condition, so it is worth seeing what it demands.

Local horizontal equilibrium is $\partial_x\sigma_{xx}+\partial_z\sigma_{xz}=0$. Multiply by $z$ and integrate across the film:

$$\frac{dM_0}{dx}+\bigl[z\sigma_{xz}\bigr]_0^h-\int_0^h\sigma_{xz}\,dz=0.$$

The bracket vanishes at the bottom because $z=0$ and at the top because the face is free. Hence

$$\frac{dM_0}{dx}=Q,\qquad M_0(L)=\int_0^LQ\,dx,$$

where $M_0(0)=0$ at the free end.

Suppose $LQ$ approached a nonzero constant $c$. Then $Q$ would behave as $c/L$, and its integral would grow logarithmically. This contradicts the finite limit of $M_0$. So if $LQ$ has a limit, that limit is zero. The remaining possibility is that $LQ$ has no limit, as for a tail proportional to $\sin(kx)/x$: the integral of $Q$ converges, but the moment integral of $p$ keeps oscillating. The claim for the moment therefore requires that this integral converge. With that condition,

$$\int_0^\infty x\,p\,dx=-\frac{\sigma h^2}{2}.$$

The zero resultant makes this moment a property of the load and not of the chosen origin. For an origin at $x=a$,

$$\int_0^\infty(x-a)p\,dx=\int_0^\infty x\,p\,dx-a\int_0^\infty p\,dx=-\frac{\sigma h^2}{2}.$$

Divide $p$ into its positive and negative parts. Each has the same total size $P$. If the centroid of the pushing part lies a distance $d$ farther inward than that of the pulling part, the integral is $-Pd$, so $Pd=\sigma h^2/2$. This is the three-force case again, with centroids in place of points. Equilibrium fixes the product $Pd$; the separate values of $P$ and $d$ depend on how film and substrate deform.

**Limit seen from the substrate.** The substrate receives the opposite tractions, $(+\tau,+p)$. Their resultant is $\sigma h$ in the inward direction, and their moment about the corner is $-\sigma h^2/2$. A single horizontal force $\sigma h$ at height $h/2$ has the same force and the same moment, since $-zF_x=-(h/2)\sigma h$. In total force and moment, the film end loads the substrate as though the far film force were applied at the film's mid-height.

## A second route through a stress function

The result can also be read directly from local equilibrium. Write the in-plane stresses as

$$\sigma_{xx}=\phi_{zz},\qquad\sigma_{zz}=\phi_{xx},\qquad\sigma_{xz}=-\phi_{xz},$$

where subscripts on $\phi$ denote derivatives. Both equilibrium equations are then satisfied because mixed derivatives commute.

On the free end $\phi_{zz}=\phi_{xz}=0$, so $\phi_z$ and $\phi_x$ do not change along it. On the free top $\phi_{xx}=\phi_{xz}=0$, so they do not change there either. The two faces meet, so the gradient has one constant value on both. Subtracting a linear function from $\phi$ removes this gradient, and the remaining constant, without altering any stress. We may therefore take $\phi=\phi_x=\phi_z=0$ on the end and the top.

Far away, $\phi_{zz}=\sigma$ with $\phi=\phi_z=0$ at $z=h$ gives

$$\phi\to\frac{\sigma(h-z)^2}{2}.$$

At the interface this means $\phi\to\sigma h^2/2$ and $\phi_z\to-\sigma h$. With $\phi_x\to0$ and $x\phi_x\to0$ there,

$$\int_0^\infty\tau\,dx=-\bigl[\phi_z\bigr]_0^\infty=\sigma h,\qquad
\int_0^\infty p\,dx=\bigl[\phi_x\bigr]_0^\infty=0,$$

$$\int_0^\infty x\,p\,dx=\bigl[x\phi_x\bigr]_0^\infty-\int_0^\infty\phi_x\,dx
=0-\bigl[\phi\bigr]_0^\infty=-\frac{\sigma h^2}{2}.$$

The decay conditions match the earlier ones: integrating $-\phi_{xz}$ across the film gives $Q=\phi_x(x,0)$.

A definite field tests the signs. With $h=\sigma=1$, take

$$\phi=\frac{(1-z)^2}{2}\left[1-(1+u)e^{-u}\right],\qquad u=x(2+z).$$

For small $u$ the bracket behaves as $u^2/2$, so the end is free. The factor $(1-z)^2$ frees the top. Numerical integration of the interface tractions gives a shear of 1 and a moment of $-0.5$, with a normal resultant that vanishes to within $10^{-7}$. This field is in equilibrium but was not chosen to satisfy any elastic law, which illustrates that none is needed.

## Nonuniform stress and layered films

Let the far stress be $s(z)$ instead of a constant. The finite-cut relations are unchanged; only their limits differ:

$$\int_0^\infty\tau\,dx=\int_0^hs\,dz,\qquad
\int_0^\infty p\,dx=0,\qquad
\int_0^\infty x\,p\,dx=-\int_0^hz\,s\,dz.$$

For a linear gradient $G$ about the mean stress, $s=\sigma+G(z-h/2)$ and

$$\int_0^hz\,s\,dz=\frac{\sigma h^2}{2}+G\left(\frac{h^3}{3}-\frac{h^3}{4}\right)
=\frac{\sigma h^2}{2}+\frac{Gh^3}{12}.$$

The total shear still depends on the mean stress alone, but the moment does not. For $G=0.6\,\sigma/h$ the formula gives $0.5+0.05=0.55$ in units of $\sigma h^2$. Replacing $(1-z)^2/2$ in the test field by the profile that belongs to this gradient gives the integrated moment $-0.55$.

**Limit of zero mean stress.** If $\sigma=0$ and $G>0$, the integrated shear vanishes while the normal moment is $-Gh^3/12$. A film with no net force can still load its edge in peel.

A stack is handled in the same way. If layer $i$ has thickness $h_i$, uniform stress $\sigma_i$ and mid-height $z_i$, then

$$\int_0^\infty\tau\,dx=\sum_i\sigma_ih_i,\qquad
\int_0^\infty x\,p\,dx=-\sum_i\sigma_ih_iz_i.$$

Take two layers of equal thickness $t$, the lower at $+\sigma$ and the upper at $-\sigma$, with $\sigma>0$. The shear forces cancel. The moment integral is $-(\sigma t)(t/2)+(\sigma t)(3t/2)=+\sigma t^2$. Now the push lies, on average, nearer the edge than the pull. Exchanging the layers reverses the sign and puts the pull nearer the edge. This second arrangement, tensile above compressive, is the one that tends to curl upward when freed, and the normal tractions are what hold it flat while it is bonded.

## A nitride strip on silicon

Take $h=200$ nm and an initial tensile stress of 1 GPa. If that stress survived far from the end,

$$\sigma h=(10^9\ \mathrm{Pa})(2\times10^{-7}\ \mathrm m)=200\ \mathrm{N/m},$$

$$\frac{\sigma h^2}{2}=\frac{(200\ \mathrm{N/m})(2\times10^{-7}\ \mathrm m)}{2}=20\ \mu\mathrm N.$$

To see where these loads act, consider a strip 16 µm wide, perfectly bonded to an elastic block. A finite-element calculation in plane strain treats one half of the strip. The film has Young modulus 250 GPa and Poisson ratio 0.25; the silicon is represented by an isotropic solid with 160 GPa and 0.22. The block is clamped at a depth of $150h$.

The central plane is a natural place to cut. Reflection about it reverses $\sigma_{xz}$, so symmetry requires $Q=0$ there, and the moment relation needs no assumption about a distant tail.

The substrate yields elastically, and the mean stress at the centre settles at 0.945 GPa. This, and not the initial 1 GPa, is the $\sigma$ that belongs in the balance. It predicts a shear force of 189.1 N/m and a moment of $-18.91$ µN. The interface tractions integrate to 189.0 N/m and $-18.9$ µN. Finite elements impose equilibrium in an integrated form, so this agreement tests signs, factors and the uniformity of the central stress, not the laws of statics.

An intermediate cut shows the role of $Q$. At $L=4.92h=0.984$ µm the section carries $N=150.3$ N/m, and the integrated shear is 150.2 N/m. The transverse force is 4.58 N/m, small beside $N$, but its lever arm is long:

$$LQ=(0.984\ \mu\mathrm m)(4.58\ \mathrm{N/m})=4.5\ \mu\mathrm N.$$

The normal moment up to this cut is $-10.4$ µN, in agreement with $LQ-M_0$, so $M_0$ is 14.9 µN. Omitting $LQ$ would overstate the size of the accumulated moment by more than 40%. About 79% of the shear force has been transferred by this point, but only 55% of the normal moment.

Half the shear passes within about 320 nm of the edge and 90% within about 1.8 µm, or nine film thicknesses. The normal stress is tensile near the edge, with a mean of about 0.9 GPa over the first 20 nm, and turns compressive at about 135 nm. The distances in the numerical output are read at sampling points of the mesh and can differ from these by a few tens of nanometres. The 0.9 GPa is an average over a chosen length, not a peak stress. The total pull is $P=28.5$ N/m and the arm is $d=663$ nm, so

$$Pd=(28.5\ \mathrm{N/m})(0.663\ \mu\mathrm m)=18.9\ \mu\mathrm N.$$

The pull amounts to about 15% of the shear force, although the net normal force is zero.

Now lower the substrate modulus to 70 GPa, a glass-like value, holding the geometry, the initial stress and both Poisson ratios fixed. The central stress falls to 0.874 GPa. Half the shear now needs about 470 nm, the pull drops to 19.6 N/m and the arm grows to 893 nm. Their product is 17.5 µN, again $\sigma h^2/2$ for the new central stress. In this comparison the softer substrate spreads the load; it does not alter the balance. Further values are in the numerical output.

## How far a real film departs from this

The chosen thickness, stress and moduli are rough values for a tensile silicon nitride film deposited at low pressure on silicon. Real silicon is elastically anisotropic. That changes the distributions and the surviving stress, but not the integrals once the far stress is given.

The uniform stress profile is a more direct approximation. An assumed difference of 0.2 GPa between top and bottom changes the ideal moment by 3.3% and leaves the shear force alone. A surface stress of rough size 1 N/m on the top face adds 0.5% to the force and, because it acts at height $h$ instead of $h/2$, 1% to the moment. On a wafer 500 µm thick that is free to strain and bend, a continuous film covering one whole face loses 0.26% of its stress. Air pressure is $10^{-4}$ of the film stress; the results then apply to the tractions measured from the uniform pressure state. The strain released at the end is about 0.4%, so linear kinematics is reasonable for the bonded film, except very close to the corner, where the linear elastic stress is singular.

Perfect bonding is also an assumption, and its failure would move the edge itself. If a strip of film comes loose in plane strain, $\sigma_{xx}$ falls to zero while the strain along $y$ stays fixed. The released strain is $\sigma(1-\nu^2)/E$, with $E$ and $\nu$ those of the film, and the energy released per unit area is half the stress times this strain times the thickness:

$$\frac{\sigma^2h(1-\nu^2)}{2E}=0.375\ \mathrm{J/m^2}$$

at the initial stress of 1 GPa. An interface that needs more energy than this to separate will not debond steadily inward from a long straight edge under this load. The bound holds for plane strain only. If the film is stressed equally along $x$ and $y$ and a strip of finite width peels along its length, the loose part sheds both components, and the energy available approaches $\sigma^2h(1-\nu)/E=0.6\ \mathrm{J/m^2}$, less what the edges have already relaxed. A few joules per square metre is a rough size for a strong bond. A weaker interface can let the edge lift. If the loose part is free of traction, it carries no net force or moment, and the bonded film begins at the new front. The local tractions move and change, but the three integrals, taken from that front, keep their values for the same far stress.

## Calculated quantities

```
film thickness h: 200 nm
initial film stress: 1 GPa
film Young modulus: 250 GPa
film Poisson ratio: 0.25
ideal shear force sigma h: 200 N/m
ideal moment sigma h^2/2 per width: 20 uN
Airy field, shear / (sigma h): 1
Airy field, moment / (sigma h^2): -0.5
Airy, 60% gradient, moment / (sigma h^2): -0.55
strip full width: 16 um
-- silicon substrate, E = 160 GPa, nu = 0.22
central film stress sigma: 0.9453 GPa
integrated shear: 189 N/m
sigma h from central stress: 189.1 N/m
normal resultant / (sigma h): 2.1e-10
normal moment: -18.9 uN
-sigma h^2/2 from central stress: -18.91 uN
cut position L/h: 4.922
cut: shear integral, N/m: 150.2
cut: section force N, N/m: 150.3
cut: normal integral, N/m: 4.565
cut: transverse force Q, N/m: 4.58
cut: normal moment, uN: -10.41
cut: L Q - M0, uN: -10.41
half of shear passed within x: 3.3e+02 nm
90% of shear passed within x: 1.8e+03 nm
mean normal stress for x < 0.1 h: 0.89 GPa
normal stress turns compressive at x: 1.5e+02 nm
total pulling force P: 28.5 N/m
arm d between pull and push: 663 nm
-- glass-like substrate, E = 70 GPa, nu = 0.22
central film stress sigma: 0.8741 GPa
integrated shear: 174.8 N/m
sigma h from central stress: 174.8 N/m
normal resultant / (sigma h): 4.4e-10
normal moment: -17.48 uN
-sigma h^2/2 from central stress: -17.48 uN
cut position L/h: 4.922
cut: shear integral, N/m: 120
cut: section force N, N/m: 120.1
cut: normal integral, N/m: 4.934
cut: transverse force Q, N/m: 4.962
cut: normal moment, uN: -6.987
cut: L Q - M0, uN: -6.969
half of shear passed within x: 4.7e+02 nm
90% of shear passed within x: 2.7e+03 nm
mean normal stress for x < 0.1 h: 0.51 GPa
normal stress turns compressive at x: 2e+02 nm
total pulling force P: 19.6 N/m
arm d between pull and push: 893 nm
-- neglected effects
surface stress 1 N/m, share of force: 0.5 %
same on top face, share of moment: 1 %
stress difference top-bottom assumed: 0.2 GPa
its share of moment: 3.3 %
wafer thickness: 500 um
film stress lost to wafer strain and bending: 0.26 %
air pressure / film stress: 0.0001
strain released at the end: 0.38 %
energy available for debonding: 0.375 J/m^2
```
